# The squared-sinc compensation charge: normalization, potential, self-energy and Fourier decay

## The problem

In the projector augmented-wave (PAW) method, the smooth density inside an atomic sphere does not carry the same multipole moments as the true density. A compensation density restores them, so that the electrostatic potential outside the sphere is correct. Its radial form is a matter of choice. One choice for the monopole, $l=0$, is

$$
k(r)=\left[\frac{\sin(\pi r/r_c)}{\pi r/r_c}\right]^2\quad (r<r_c),\qquad k(r)=0\quad (r\ge r_c),
$$

with $k(0)=1$ by continuity. The compensation density of total charge $q$ is $\hat n(r)=q\rho(r)$, where $\rho(r)=A\,k(r)$ and $\int\rho\,d^3r=1$. The density is isolated, without periodic images. The algebra is in atomic units, so the potential of a point charge $q$ is $q/r$.

Find:

1. the constant $A$;
2. the electrostatic potential $V(0)$ at the center;
3. the self-energy $U=\frac12\iint \hat n(\mathbf r)\hat n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$;
4. the exponent $p$ with which the envelope of $\tilde\rho(G)=\int\rho(r)e^{-i\mathbf G\cdot\mathbf r}d^3r$ falls off as $G^{-p}$ at large $G$.

Evaluate the results for the model parameters $r_c=1.2$ Å and $q=0.5$ elementary charges.

## A first estimate by scaling

The only length in the problem is $r_c$. Therefore $A\propto r_c^{-3}$, $V(0)\propto q/r_c$ and $U\propto q^2/r_c$. The numerical factors can be estimated from where the charge sits. The charge per unit radius is

$$
4\pi r^2\rho(r)\propto \sin^2(\pi r/r_c),
$$

because the factor $r^2$ cancels the denominator of $k$. This distribution is symmetric about $r_c/2$ and has its maximum there. The typical radius of the charge is thus $r_c/2$.

**Normalization.** Replace the density by a ball of radius $r_c/2$ filled to the peak value $A$. Its volume is $\frac{4\pi}{3}(r_c/2)^3=\pi r_c^3/6$, so $A\approx 6/(\pi r_c^3)\approx1.91/r_c^3$.

**Potential and energy.** Put all the charge on a thin shell of radius $r_c/2$. The potential inside the shell is $q/(r_c/2)$, and the energy is half the charge times this potential:

$$
V(0)\approx \frac{2q}{r_c},\qquad U\approx\frac{q^2}{r_c}.
$$

With $e^2/(4\pi\varepsilon_0)=14.40$ eV Å these are $2\times0.5\times14.40/1.2=12.0$ eV for a positive unit test charge, and $0.25\times14.40/1.2=3.0$ eV.

**Fourier decay.** For a spherical density the average of $e^{-i\mathbf G\cdot\mathbf r}$ over directions is $\sin(Gr)/(Gr)$, so

$$
\tilde\rho(G)=\frac{4\pi}{G}\int_0^{r_c} r\rho(r)\sin(Gr)\,dr .
$$

At large $G$ the rapid oscillation cancels where $r\rho$ is smooth. What survives comes from the edge at $r_c$, from a layer of thickness about $1/G$. At a distance $u=r_c-r$ from the edge, $\sin(\pi r/r_c)\approx\pi u/r_c$, and the denominator of $k$ is close to $\pi^2$. Hence $k\approx u^2/r_c^2$. The layer contributes about its width times the integrand at $u=1/G$:

$$
\tilde\rho\sim\frac{4\pi}{G}\cdot\frac1G\cdot r_cA\,\frac{1}{G^2r_c^2}\propto G^{-4}.
$$

The estimated exponent is 4. The argument assumes that the center, $r=0$, contributes nothing of this order; the exact treatment must settle that.

## The exact solution

### Normalization

Insert $k$ and cancel $r^2$:

$$
1=4\pi A\int_0^{r_c}r^2\,\frac{\sin^2(\pi r/r_c)}{\pi^2r^2/r_c^2}\,dr
=\frac{4Ar_c^2}{\pi}\int_0^{r_c}\sin^2\frac{\pi r}{r_c}\,dr .
$$

The average of $\sin^2$ over this half period is $\frac12$, so the last integral is $r_c/2$. Then $1=2Ar_c^3/\pi$, or

$$
A=\frac{\pi}{2r_c^3},\qquad
\rho(r)=\frac{\sin^2(\pi r/r_c)}{2\pi r_c\,r^2}\quad(r<r_c).
$$

The cut at $r_c$ is essential. Without it, the integral of $\sin^2$ would grow in proportion to the radius, and the charge could not be normalized.

An equivalent convention, in terms of spherical harmonics, writes $\hat n=Q_{00}\,g_0(r)Y_{00}$ with $\int g_0r^2dr=1$. Since $4\pi\int\rho r^2dr=1$, this means $g_0=4\pi\rho$, with prefactor $4\pi A=2\pi^2/r_c^3$. With $Y_{00}=1/\sqrt{4\pi}$ the moment is $Q_{00}=\int\hat nY_{00}\,d^3r=q/\sqrt{4\pi}$. The product is $q\,g_0/(4\pi)=q\rho$, the same density.

For the example, the density at the center is $qA=0.5\times1.5708/1.2^3=0.4545$ elementary charges per Å$^3$.

### Enclosed charge

Let $F(r)$ be the fraction of the charge within radius $r$. From $4\pi r^2\rho=(2/r_c)\sin^2(\pi r/r_c)$ and $2\sin^2a=1-\cos2a$,

$$
F(r)=\frac1{r_c}\int_0^r\left(1-\cos\frac{2\pi r'}{r_c}\right)dr'
=\frac r{r_c}-\frac1{2\pi}\sin\frac{2\pi r}{r_c}.
$$

This gives $F(r_c)=1$ and $F(r_c/2)=\frac12$.

### Potential at the center

A charged shell of radius $r'$ produces a potential equal to its charge divided by the larger of $r$ and $r'$. Summing over shells, for $r<r_c$,

$$
\frac{V(r)}q=\frac{F(r)}r+\int_r^{r_c}4\pi r'\rho(r')\,dr' .
$$

For $r\ge r_c$ the result is $V=q/r$, which is the purpose of the compensation charge: outside the sphere its shape is invisible.

As $r\to0$, $\rho$ is finite, so $F\propto r^3$ and the first term vanishes. In the second, substitute $t=2\pi r'/r_c$, for which $dr'/r'=dt/t$:

$$
\frac{V(0)}q=\frac1{r_c}\int_0^{r_c}\frac{1-\cos(2\pi r'/r_c)}{r'}\,dr'
=\frac{\mathrm{Cin}(2\pi)}{r_c},\qquad
\mathrm{Cin}(z)=\int_0^z\frac{1-\cos t}t\,dt .
$$

To evaluate it, use the cosine integral $\mathrm{Ci}(z)=-\int_z^\infty(\cos t/t)\,dt$. The derivative of $\ln z-\mathrm{Ci}(z)$ is $(1-\cos z)/z$, the same as that of $\mathrm{Cin}(z)$. The two functions therefore differ by a constant, which can be read off at $z=1$:

$$
C=\mathrm{Cin}(1)+\mathrm{Ci}(1)=\int_0^1\frac{1-\cos t}t\,dt-\int_1^\infty\frac{\cos t}t\,dt .
$$

This is Euler's constant $\gamma$. To see it, start from

$$
\int_0^1\frac{1-e^{-at}}t\,dt-\int_1^\infty\frac{e^{-at}}t\,dt=\gamma+\ln a\qquad(a>0).
$$

At $a=1$, integrate each term by parts with $dt/t=d(\ln t)$. The boundary terms vanish, and the left side becomes $-\int_0^1e^{-t}\ln t\,dt-\int_1^\infty e^{-t}\ln t\,dt=-\Gamma'(1)=\gamma$. For other $a$, the substitution $s=at$ moves the dividing point of the integrals to $s=a$, and the derivative of the left side with respect to $a$ is $(1-e^{-a})/a+e^{-a}/a=1/a$, as required. Both sides continue analytically to complex $a$ with positive real part, and continuously to $a=i$. There the real part of the left side is $C$, and the real part of $\gamma+\ln i$ is $\gamma$. Thus

$$
\mathrm{Cin}(2\pi)=\gamma+\ln2\pi-\mathrm{Ci}(2\pi)=0.577216+1.837877+0.022561,
$$

$$
\boxed{V(0)=\frac{\mathrm{Cin}(2\pi)\,q}{r_c}=2.43765\,\frac q{r_c}}
$$

where the sum has been rounded from its unrounded terms. In the example, a positive unit test charge at the center has the energy $0.5\times14.39965\times2.43765/1.2=14.63$ eV, or 0.5375 hartree. At the edge it has $0.5\times14.40/1.2=6.00$ eV.

### Self-energy

Start from $U=\frac12\int\hat nV\,d^3r$ and insert Poisson's equation, $\hat n=-\nabla^2V/4\pi$. One integration by parts gives $U=\frac1{8\pi}\int|\nabla V|^2d^3r$. The surface term vanishes because $V\,V'\propto R^{-3}$ on a distant sphere whose area grows as $R^2$. By Gauss's law $|\nabla V|=|q|F(r)/r^2$, so

$$
U=\frac{q^2}2\int_0^\infty\frac{F(r)^2}{r^2}\,dr .
$$

Outside the sphere $F=1$, which contributes $q^2/(2r_c)$. Inside, set $s=r/r_c$ and expand the square of $F=s-\sin(2\pi s)/(2\pi)$:

$$
\int_0^1\frac{F^2}{s^2}\,ds=1-\frac1\pi\int_0^1\frac{\sin2\pi s}s\,ds+\frac1{4\pi^2}\int_0^1\frac{\sin^22\pi s}{s^2}\,ds .
$$

With the sine integral $\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt$ and $t=2\pi s$, the second term is $-\mathrm{Si}(2\pi)/\pi$. In the third, $ds/s^2=2\pi\,dt/t^2$, and integration by parts gives

$$
\int_0^{2\pi}\frac{\sin^2t}{t^2}\,dt=\left[-\frac{\sin^2t}t\right]_0^{2\pi}+\int_0^{2\pi}\frac{\sin2t}t\,dt=\mathrm{Si}(4\pi),
$$

since the bracket vanishes at both ends. The third term is therefore $\mathrm{Si}(4\pi)/(2\pi)$. With $\mathrm{Si}(2\pi)=1.418152$ and $\mathrm{Si}(4\pi)=1.492161$, the inside part of $U$ is

$$
\frac{q^2}{2r_c}\left[1-\frac{\mathrm{Si}(2\pi)}\pi+\frac{\mathrm{Si}(4\pi)}{2\pi}\right]=0.39304\,\frac{q^2}{r_c}.
$$

Adding the outside part,

$$
\boxed{U=\frac{q^2}{r_c}\left[1-\frac{\mathrm{Si}(2\pi)}{2\pi}+\frac{\mathrm{Si}(4\pi)}{4\pi}\right]=0.89304\,\frac{q^2}{r_c}}
$$

In the example, $U=0.25\times14.39965\times0.89304/1.2=2.679$ eV, or 0.0985 hartree. Of this, 1.179 eV is field energy inside the sphere and 1.500 eV outside.

The self-energy does not depend on the sign of $q$, and it diverges as $1/r_c$ when the sphere shrinks to a point. It is not a physical energy of the atom, since $r_c$ is a free choice. In the PAW electrostatic energy, $U$ enters through the smooth density plus $\hat n$, and is subtracted again in the one-center term that contains the same $\hat n$.

### Fourier transform and its decay

Let $x=Gr_c$ and $s=r/r_c$. The spherical transform becomes

$$
\tilde\rho=\frac2x\int_0^1h(s)\sin(xs)\,ds,\qquad h(s)=\frac{\sin^2\pi s}s .
$$

Write $2\sin^2\pi s=1-\cos2\pi s$, and use $\cos(2\pi s)\sin(xs)=\frac12[\sin((x+2\pi)s)+\sin((x-2\pi)s)]$. Because $\int_0^1\sin(as)/s\,ds=\mathrm{Si}(a)$, the closed form is

$$
\tilde\rho=\frac1x\left[\mathrm{Si}(x)-\tfrac12\mathrm{Si}(x+2\pi)-\tfrac12\mathrm{Si}(x-2\pi)\right].
$$

The decay is easier to read from repeated integration by parts:

$$
\int_0^1h\sin(xs)\,ds=\left[-\frac{h\cos xs}x+\frac{h'\sin xs}{x^2}+\frac{h''\cos xs}{x^3}-\frac{h'''\sin xs}{x^4}-\frac{h''''\cos xs}{x^5}+\dots\right]_0^1 .
$$

At $s=0$ every term vanishes. The function $h$ is odd and smooth there, so its even derivatives are zero, and the odd derivatives are multiplied by $\sin0$. This justifies leaving the center out of the estimate.

At the edge put $s=1+v$. Then $\sin^2\pi s=\pi^2v^2-\pi^4v^4/3+\dots$ and $1/s=1-v+v^2-\dots$, so

$$
h=\pi^2v^2-\pi^2v^3+\left(\pi^2-\frac{\pi^4}3\right)v^4+\dots
$$

Hence $h=h'=0$, $h''=2\pi^2$, $h'''=-6\pi^2$ and $h''''=24\pi^2-8\pi^4$ at $s=1$. Multiplication by $2/x$ gives

$$
\boxed{\tilde\rho(G)=\frac{4\pi^2}{x^4}\left[\cos x+\frac{3\sin x}x+\frac{(4\pi^2-12)\cos x}{x^2}+O(x^{-3})\right]}
$$

The decay exponent is $p=4$. It belongs to the envelope, since $\tilde\rho$ itself oscillates through zero. The coefficients $4\pi\tilde\rho/G^2$ of the potential decay with exponent 6.

The cause is the jump in the second derivative of the density at $r_c$. Raising the sine ratio to a power $m$ instead of 2 makes $h$ start as $v^m$ at the edge. The first surviving derivative is then the $m$-th, and the exponent becomes $m+2$. Logarithmic slopes of transforms computed by Gauss–Legendre quadrature agree: 3.001, 4.002 and 5.003 for $m=1,2,3$. Each slope was taken between two envelope points, at $x=2\pi n$ for $m=2$ and $x=2\pi n+\pi/2$ for odd $m$, with $n=20$ and $40$.

## Comparison of the two

| Quantity | Estimate | Exact |
|---|---|---|
| $A\,r_c^3$ | 1.91 | 1.571 |
| $V(0)\,r_c/q$ | 2 | 2.438 |
| $U\,r_c/q^2$ | 1 | 0.893 |
| exponent $p$ | 4 | 4 |

Relative to the exact values, the estimates are 22% too high for $A$, 18% too low for $V(0)$ and 12% too high for $U$.

**Normalization.** With the exact $A$, the filled ball would hold $A\pi r_c^3/6=\pi^2/12=0.82$ of the charge, while the true density has 0.5 there. The ball overcounts 0.32 inside and misses 0.5 outside. It holds too little in total, and the estimate compensates by raising $A$.

**Potential.** The sign of this error is certain beforehand. The exact potential is $q\langle1/r\rangle$, averaged over the charge, and the estimate is $q/\langle r\rangle$ with $\langle r\rangle=r_c/2$ by symmetry. Averaging the non-negative quantity $(r-\langle r\rangle)^2/r$ gives $\langle r\rangle^2\langle1/r\rangle-\langle r\rangle\ge0$, so $\langle1/r\rangle\ge1/\langle r\rangle$. Charge close to the center raises the potential there by more than distant charge lowers it.

**Self-energy.** Spreading the shell has two opposite effects. It creates a field within $r_c/2$, where the shell has none, and it weakens the field between $r_c/2$ and $r_c$, where $F<1$. Since the exact coefficient is below 1, the weakening is the larger effect.

**Fourier decay.** Scaling gives the right exponent but not the right size. With the exact $A$, the layer estimate is $2\pi^2/x^4$, half the true envelope. It also cannot say where the power law begins. Quadrature at $x=2\pi n$, where $\cos x=1$ and $\sin x=0$, gives:

| $n$ | $\tilde\rho$ | $\tilde\rho\,x^4/(4\pi^2)$ |
|---|---|---|
| 1 | $1.07\times10^{-1}$ | 4.223 |
| 2 | $1.92\times10^{-3}$ | 1.210 |
| 4 | $1.03\times10^{-4}$ | 1.045 |
| 8 | $6.25\times10^{-6}$ | 1.011 |

The correction $(4\pi^2-12)/x^2=27.5/x^2$ accounts for the approach to 1: it predicts 1.044 at $n=4$ and 1.011 at $n=8$. At $n=1$ it predicts 1.70 instead of 4.22, so the expansion is of no use there and the closed form is needed.

The envelope tells at which wave number the Fourier coefficients of $\hat n$ fall to a chosen level. The level $10^{-4}$ used below is an illustration, and the wave number is that of the density expansion, not of the orbitals. Setting $4\pi^2/x^4=10^{-4}$ gives $x=25.07$, hence $G=25.07/1.2=20.89$ Å$^{-1}$. With $\hbar^2/2m=3.810$ eV Å$^2$, a plane wave of this wave number has the kinetic energy $3.810\times20.89^2\approx1.66\times10^3$ eV. A scan of the closed form from this $G$ to four times its value finds a largest $|\tilde\rho|$ of $1.035\times10^{-4}$, which is 3.5% above the chosen level. This figure depends on the phase of the oscillation: the chosen $x$ happens to lie just below a maximum of $\tilde\rho$, at $x=25.09$. The factor $x^{-4}$ and the term $3\sin x/x$ together shift this maximum down by about $1/x=0.04$ from $8\pi=25.13$, where $\cos x=1$. At $8\pi$ the table gives the ratio 1.045, so near this wave number the envelope gives the peak height to about 5%. The leading term $4\pi^2\cos x/x^4$ is less accurate point by point: a quarter period away, where $3\sin x/x\approx0.12$, it misses $\tilde\rho$ by up to 14% of the envelope. A level in $\tilde\rho$ is also not the error of a derived quantity. In reciprocal space $U=(q^2/\pi)\int_0^\infty\tilde\rho^2\,dG$, whose integrand falls as $G^{-8}$. In the example, cutting this integral at $x=25.07$ loses about $2\times10^{-8}$ eV, and cutting it at $x=8$ (about 170 eV) loses about $10^{-4}$ eV. The density rebuilt from wave numbers up to $x=25.07$ still deviates by up to about $6\times10^{-4}$ of its central value. At fixed $x$ the energy scales as $r_c^{-2}$, so halving the radius would quadruple it.
